# Penalty Constraint on Sphere-Moment Directions in PAW and Its 1/λ Laws: a program that tests the result

```python
"""Penalty constraint on the directions of sphere moments in a PAW model.

Result under test: for E_p = lam * sum_I |x_I|^2, where x_I is the part of the
sphere moment M_I normal to the target direction e_I, the Hamiltonian gains
  b_I.sigma * (F_I + sum_ij |p_i> w_ij <p_j|),  b_I = 2 lam x_I,
and for large lam  E_p -> sum g_I^2/(4 lam),  angle_I -> |g_I|/(2 lam M_I).
F_I: sphere weight; p_i: projectors; w_ij: one-centre weight integrals;
g_I: derivative of the exactly constrained energy with respect to x_I.
Model: one dimension, two wells, two electrons, energy -(I/4) sum |M_I|^2.
Units: eV, angstrom, Bohr magneton (muB). Grid vectors have unit dot norm.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import root

kinetic = const.hbar**2 / (2 * const.m_e) / const.e * 1e20
step, half_box = 0.05, 6.0
n_grid = int(round(2 * half_box / step)) + 1
grid = (np.arange(n_grid) - n_grid // 2) * step
depths, width = (18.0, 18.6), 0.3
shifts = (-26, 26)
r_aug, r_flat, r_weight = 0.9, 0.6, 1.2
stoner = 3.0
n_basis = 40
target_deg = 120.0

laplace = (np.diag(np.full(n_grid, -2.0)) + np.diag(np.ones(n_grid - 1), 1)
           + np.diag(np.ones(n_grid - 1), -1)) / step**2
r = np.abs(grid)
taper = np.clip((r - r_flat) / (r_weight - r_flat), 0, 1)
weight_centred = np.cos(0.5 * np.pi * taper)**2


def make_site(depth, shift):
    """Partial waves, smooth partial waves and projectors of one site."""
    well = -depth * np.exp(-grid**2 / (2 * width**2))
    levels, states = eigh(-kinetic * laplace + np.diag(well))
    inside = r < r_aug - 1e-9
    match = np.where(grid >= r_aug - 1e-9)[0][:3]
    full, smooth, proj = [], [], []
    for parity in (0, 1):
        phi = states[:, parity].copy()
        powers = parity + np.array([0, 2, 4])
        coef = np.linalg.solve(grid[match][:, None]**powers, phi[match])
        phi_s = phi.copy()
        phi_s[inside] = (grid[inside][:, None]**powers) @ coef
        window = np.where(inside, (1 - (grid / r_aug)**2)**2, 0.0)
        p = window * phi_s
        p /= p @ phi_s
        full.append(np.roll(phi, shift))
        smooth.append(np.roll(phi_s, shift))
        proj.append(np.roll(p, shift))
    full, smooth, proj = (np.array(a).T for a in (full, smooth, proj))
    weight = np.roll(weight_centred, shift)
    w = full.T @ (weight[:, None] * full) - smooth.T @ (weight[:, None] * smooth)
    return dict(well=np.roll(well, shift), full=full, smooth=smooth,
                proj=proj, weight=weight, w=w, level=levels[0], inside=np.roll(inside, shift))


sites = [make_site(d, s) for d, s in zip(depths, shifts)]
h_full = -kinetic * laplace + np.diag(sum(s["well"] for s in sites))
transform = np.eye(n_grid)
for s in sites:
    difference = np.where(s["inside"][:, None], s["full"] - s["smooth"], 0.0)
    transform += difference @ s["proj"].T
eps, basis = eigh(transform.T @ h_full @ transform, transform.T @ transform)
assert np.allclose(eps[:10], np.linalg.eigvalsh(h_full)[:10], atol=1e-7)
eps, basis = eps[:n_basis], basis[:, :n_basis]

# ---- PAW moment and gradient, with general three-dimensional directions ----
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
rng = np.random.default_rng(4)


def spin_density(psi):
    """psi[spin, point, orbital] -> vector density[component, point]."""
    return np.einsum("sgn,kst,tgn->kg", psi.conj(), pauli, psi).real


def paw_moment(psi, s):
    amp = np.einsum("gi,sgn->sin", s["proj"], psi)
    rho = np.einsum("sin,kst,tjn->kij", amp.conj(), pauli, amp)
    return spin_density(psi) @ s["weight"] + np.einsum("kij,ij->k", rho, s["w"]).real


mix = rng.normal(size=(2, 2, 2)) + 1j * rng.normal(size=(2, 2, 2))
for s in sites:
    psi_smooth = np.einsum("gi,sin->sgn", s["smooth"], mix)
    psi_full = np.einsum("gi,sin->sgn", s["full"], mix)
    direct = spin_density(psi_full) @ s["weight"]
    assert np.allclose(paw_moment(psi_smooth, s), direct, atol=1e-9)

axis = np.array([1.0, 2.0, 2.0]) / 3.0
lam_test = 1.7


def random_orbitals():
    c = rng.normal(size=(2, 6, 2)) + 1j * rng.normal(size=(2, 6, 2))
    return 0.3 * np.einsum("gb,sbn->sgn", basis[:, :6], c)


def penalty(psi):
    m = paw_moment(psi, sites[0])
    return lam_test * (m @ m - (m @ axis)**2)


orbitals = random_orbitals()
m_test = paw_moment(orbitals, sites[0])
b_test = 2 * lam_test * (m_test - axis * (axis @ m_test))
turned = np.einsum("k,kst,tgn->sgn", b_test, pauli, orbitals)
local_part = sites[0]["weight"][None, :, None] * turned
projected = np.einsum("gi,sgn->sin", sites[0]["proj"], turned)
onsite_part = np.einsum("gi,ij,sjn->sgn", sites[0]["proj"], sites[0]["w"], projected)
numeric, analytic, local_only = [], [], []
for _ in range(6):
    change = random_orbitals()
    eta = 1e-4
    numeric.append((penalty(orbitals + eta * change)
                    - penalty(orbitals - eta * change)) / (2 * eta))
    analytic.append(2 * np.vdot(change, local_part + onsite_part).real)
    local_only.append(2 * np.vdot(change, local_part).real)
numeric, analytic, local_only = map(np.array, (numeric, analytic, local_only))
gradient_error = np.linalg.norm(numeric - analytic) / np.linalg.norm(numeric)
omission_error = np.linalg.norm(numeric - local_only) / np.linalg.norm(numeric)
assert gradient_error < 1e-5
assert omission_error > 0.01

# ---- Self-consistent model; all moments lie in the xz plane ----
w_local = [basis.T @ (s["weight"][:, None] * basis) for s in sites]
w_paw = []
for s, loc in zip(sites, w_local):
    overlap = s["proj"].T @ basis
    w_paw.append(loc + overlap.T @ s["w"] @ overlap)
rebuilt = transform @ basis
w_rebuilt = [rebuilt.T @ (s["weight"][:, None] * rebuilt) for s in sites]
sx, sz = np.array([[0.0, 1], [1, 0]]), np.diag([1.0, -1.0])
h_zero = np.kron(np.eye(2), np.diag(eps))
field_ops = [[np.kron(sx, w), np.kron(sz, w)] for w in w_paw]


def moments_of(vec, weights):
    up, dn = vec[:n_basis], vec[n_basis:]
    return np.array([[2 * np.sum(up * (w @ dn)),
                      np.sum(up * (w @ up)) - np.sum(dn * (w @ dn))] for w in weights])


def diagonalize(fields):
    h = h_zero.copy()
    for i in range(2):
        for k in range(2):
            h += fields[i, k] * field_ops[i][k]
    levels, vec = eigh(h, subset_by_index=[0, 2])
    return levels, vec[:, :2], moments_of(vec[:, :2], w_paw)


def solve(angle_deg, lam=None, x_fixed=(0.0, 0.0), start=None):
    """Penalty solution if lam is given, else exact constraint M.t = x_fixed."""
    a = np.radians([0.0, angle_deg])
    e = np.array([np.sin(a), np.cos(a)]).T
    t = np.array([np.cos(a), -np.sin(a)]).T
    x_fixed = np.array(x_fixed)

    def residual(flat):
        fields = flat.reshape(2, 2)
        m = diagonalize(fields)[2]
        mean_field = fields + 0.5 * stoner * m
        along = np.sum(mean_field * e, axis=1)
        m_t = np.sum(m * t, axis=1)
        if lam is None:
            across = m_t - x_fixed
        else:
            across = (np.sum(mean_field * t, axis=1) - 2 * lam * m_t) / (1 + 2 * lam)
        return np.concatenate([along, across])

    guess = -0.45 * stoner * e if start is None else start
    answer = root(residual, guess.ravel(), method="hybr", tol=1e-12)
    assert np.max(np.abs(residual(answer.x))) < 1e-9
    fields = answer.x.reshape(2, 2)
    levels, vec, m = diagonalize(fields)
    x, par = np.sum(m * t, axis=1), np.sum(m * e, axis=1)
    energy = np.sum(vec * (h_zero @ vec)) - 0.25 * stoner * np.sum(m**2)
    b = np.sum((fields + 0.5 * stoner * m) * t, axis=1)
    assert levels[2] - levels[1] > 0.5 and np.all(par > 0.3)
    return dict(fields=fields, levels=levels, vec=vec, m=m, x=x, par=par,
                energy=energy, b=b, ep=0.0 if lam is None else lam * np.sum(x**2),
                angle=np.degrees(np.arctan2(np.abs(x), par)))


exact = solve(target_deg)
dx = 1e-3
gradient, stiffness = np.zeros(2), np.zeros((2, 2))
for i in range(2):
    shift = dx * np.eye(2)[i]
    plus = solve(target_deg, x_fixed=shift, start=exact["fields"])
    minus = solve(target_deg, x_fixed=-shift, start=exact["fields"])
    gradient[i] = (plus["energy"] - minus["energy"]) / (2 * dx)
    stiffness[:, i] = -(plus["b"] - minus["b"]) / (2 * dx)
assert np.allclose(exact["b"], -gradient, atol=1e-5)
assert np.min(np.abs(gradient)) > 1e-3
assert abs(stiffness[0, 1] - stiffness[1, 0]) < 1e-4

lams = np.geomspace(1e3, 1e-2, 21)
runs, start = [], exact["fields"]
for lam in lams:
    run = solve(target_deg, lam=lam, start=start)
    runs.append(run)
    start = run["fields"]
    band = np.sum(run["levels"][:2])
    total = band + 0.25 * stoner * np.sum(run["m"]**2) - run["ep"]
    assert abs(total - run["energy"] - run["ep"]) < 1e-7
    assert abs(np.sum(run["par"] * 2 * lam * run["x"])) < 1e-5

strong, hundred, ten, one = runs[0], runs[4], runs[8], runs[12]
ep_coefficient = np.sum(gradient**2) / 4
angle_coefficient = np.degrees(np.abs(gradient) / (2 * exact["par"]))
assert abs(strong["ep"] * lams[0] / ep_coefficient - 1) < 5e-3
assert np.allclose(strong["angle"] * lams[0], angle_coefficient, rtol=5e-3)
slope_ep = np.log10(strong["ep"] / hundred["ep"])
slope_angle = np.log10(strong["angle"] / hundred["angle"])
assert abs(slope_ep + 1) < 0.01 and np.all(np.abs(slope_angle + 1) < 0.01)
x_lead = -gradient / (2 * lams[8])
x_next = -np.linalg.solve(2 * lams[8] * np.eye(2) + stiffness, gradient)
error_lead = np.linalg.norm(x_lead - ten["x"]) / np.linalg.norm(ten["x"])
error_next = np.linalg.norm(x_next - ten["x"]) / np.linalg.norm(ten["x"])
assert error_next < 0.2 * error_lead
ratio_dft = (hundred["energy"] - exact["energy"]) / hundred["ep"]
ratio_total = ratio_dft + 1
assert abs(ratio_dft + 2) < 0.05 and abs(ratio_total + 1) < 0.05

d_lam = 0.01
side = [solve(target_deg, lam=1 + q * d_lam, start=one["fields"]) for q in (1, -1)]
envelope = (side[0]["energy"] + side[0]["ep"] - side[1]["energy"] - side[1]["ep"]) / (2 * d_lam)
assert abs(envelope / np.sum(one["x"]**2) - 1) < 2e-3

penalties = np.array([run["ep"] for run in runs])
peak = int(np.argmax(penalties))
assert 0 < peak < len(lams) - 1
collinear = solve(180.0)
assert np.max(np.abs(collinear["b"])) < 1e-6
m_rebuilt = moments_of(exact["vec"], w_rebuilt)
m_smooth = moments_of(exact["vec"], w_local)
paw_error = np.max(np.linalg.norm(m_rebuilt - exact["m"], axis=1))
assert paw_error < 0.05

print(f"hbar^2/(2m) = {kinetic:.5f} eV A^2")
print(f"well depths = {depths[0]:.1f}, {depths[1]:.1f} eV; Gaussian width = {width:.2f} A")
print(f"site distance = {(shifts[1]-shifts[0])*step:.2f} A; box length = {2*half_box:.1f} A")
print(f"grid step = {step:.2f} A; basis functions per spin = {n_basis}")
print(f"augmentation radius = {r_aug:.2f} A")
print(f"weight: flat to {r_flat:.2f} A, zero from {r_weight:.2f} A")
print(f"Stoner parameter I = {stoner:.2f} eV/muB^2; target angle = {target_deg:.0f} deg")
print(f"isolated-well levels = {sites[0]['level']:.4f}, {sites[1]['level']:.4f} eV")
for i, s in enumerate(sites):
    print(f"site {i+1} w_even,even = {s['w'][0,0]:.5f}, w_odd,odd = {s['w'][1,1]:.5f} (no unit)")
print(f"gradient test: relative error = {gradient_error:.1e}")
print(f"gradient test: relative error without D_ij term = {omission_error:.4f}")
print("Exactly constrained state:")
print(f"  energy W0 = {exact['energy']:.6f} eV")
print(f"  gap = {exact['levels'][2]-exact['levels'][1]:.4f} eV")
for i in range(2):
    print(f"  site {i+1}: M = {exact['par'][i]:.5f} muB, g = {gradient[i]:.6f} eV/muB")
    print(f"    smooth-grid part of |M| = {np.linalg.norm(m_smooth[i]):.5f} muB")
print(f"  largest PAW-minus-rebuilt moment = {paw_error:.2e} muB")
print(f"  K11, K12, K22 = {stiffness[0,0]:.5f}, {stiffness[0,1]:.5f}, "
      f"{stiffness[1,1]:.5f} eV/muB^2")
print(f"lam*E_p limit, sum g^2/4 = {ep_coefficient:.6e} eV^2/muB^2")
print(f"lam*angle limits = {angle_coefficient[0]:.5f}, {angle_coefficient[1]:.5f} deg eV/muB^2")
print("lam (eV/muB^2) | E_p (meV) | angles 1, 2 (deg) | b1, b2 (eV/muB)")
for k in range(0, 21, 4):
    q = runs[k]
    b = 2 * lams[k] * q["x"]
    print(f"{lams[k]:8.2f} | {1e3*q['ep']:.6f} | {q['angle'][0]:.5f}, "
          f"{q['angle'][1]:.5f} | {b[0]:.6f}, {b[1]:.6f}")
print(f"largest sampled E_p = {1e3*penalties[peak]:.4f} meV at lam = {lams[peak]:.4f} eV/muB^2")
print(f"log slope of E_p, lam 100 to 1000 = {slope_ep:.5f}")
print(f"log slopes of angles, lam 100 to 1000 = {slope_angle[0]:.5f}, {slope_angle[1]:.5f}")
print(f"lam=10: relative error of x, leading = {error_lead:.2e}, with K = {error_next:.2e}")
print(f"lam=100: (E_DFT-W0)/E_p = {ratio_dft:.5f}, (E_total-W0)/E_p = {ratio_total:.5f}")
print(f"lam=1: dE_total/dlam = {envelope:.6e}, sum x^2 = {np.sum(one['x']**2):.6e} muB^2")
print(f"collinear 180 deg target: largest |b| = {np.max(np.abs(collinear['b'])):.1e} eV/muB")
print("all assertions hold")
```

Output:

```
hbar^2/(2m) = 3.80998 eV A^2
well depths = 18.0, 18.6 eV; Gaussian width = 0.30 A
site distance = 2.60 A; box length = 12.0 A
grid step = 0.05 A; basis functions per spin = 40
augmentation radius = 0.90 A
weight: flat to 0.60 A, zero from 1.20 A
Stoner parameter I = 3.00 eV/muB^2; target angle = 120 deg
isolated-well levels = -5.8666, -6.1676 eV
site 1 w_even,even = 0.20684, w_odd,odd = 0.00123 (no unit)
site 2 w_even,even = 0.21539, w_odd,odd = 0.00130 (no unit)
gradient test: relative error = 7.6e-09
gradient test: relative error without D_ij term = 0.2428
Exactly constrained state:
  energy W0 = -13.291144 eV
  gap = 1.6375 eV
  site 1: M = 0.79626 muB, g = 0.143097 eV/muB
    smooth-grid part of |M| = 0.60416 muB
  site 2: M = 0.80264 muB, g = -0.141959 eV/muB
    smooth-grid part of |M| = 0.60203 muB
  largest PAW-minus-rebuilt moment = 1.53e-04 muB
  K11, K12, K22 = 0.07521, -0.07523, 0.07469 eV/muB^2
lam*E_p limit, sum g^2/4 = 1.015731e-02 eV^2/muB^2
lam*angle limits = 5.14839, 5.06681 deg eV/muB^2
lam (eV/muB^2) | E_p (meV) | angles 1, 2 (deg) | b1, b2 (eV/muB)
 1000.00 | 0.010156 | 0.00515, 0.00507 | -0.143087, 0.141948
  100.00 | 0.101420 | 0.05145, 0.05064 | -0.142990, 0.141852
   10.00 | 1.000319 | 0.51172, 0.50357 | -0.142010, 0.140875
    1.00 | 8.530093 | 4.79110, 4.71156 | -0.131163, 0.130064
    0.10 | 15.565447 | 21.64475, 21.17019 | -0.056134, 0.055454
    0.01 | 2.741918 | 29.32767, 28.51908 | -0.007467, 0.007343
largest sampled E_p = 18.0550 meV at lam = 0.1778 eV/muB^2
log slope of E_p, lam 100 to 1000 = -0.99941
log slopes of angles, lam 100 to 1000 = -0.99977, -0.99976
lam=10: relative error of x, leading = 7.67e-03, with K = 1.64e-04
lam=100: (E_DFT-W0)/E_p = -2.00075, (E_total-W0)/E_p = -1.00075
lam=1: dE_total/dlam = 8.530780e-03, sum x^2 = 8.530093e-03 muB^2
collinear 180 deg target: largest |b| = 4.1e-17 eV/muB
all assertions hold
```
